# First-Order Diffraction Efficiency of a Thin Amorphous–Crystalline Stripe Grating

## What goes wrong without the result

A phase-change film can store a pattern of stripes, alternately amorphous and crystalline. Light sent through the pattern leaves partly in side beams, and a detector placed in the first one reads whether the pattern is there. How much light does it receive?

The transmitted powers of the two phases do not settle the question. Take two kinds of stripe that both transmit all the light, but with opposite phase. Their power contrast is zero, which suggests that there is nothing to diffract. Yet each first-order beam carries about 40 % of the incident power, as shown below. The relevant contrast is the difference of the complex transmission amplitudes:

$$\eta_1=\frac{|\tau_c-\tau_a|^2}{\pi^2}. \tag{1}$$

Here $\eta_1$ is the fraction of the incident power sent into the $+1$ order, and $\tau_a$ and $\tau_c$ belong to uniform amorphous and crystalline films.

## The model and its conditions

The stripes run along $y$, the period along $x$ is $\Lambda$, and light of vacuum wavelength $\lambda$ travels along $z$ at normal incidence. The derivation assumes that

- each point of the film transmits as a wide uniform film of the same phase would;
- $\Lambda\gg\lambda$, so that the fields disturbed by the edges matter little and the important orders leave at small angles;
- the stripes are equally wide, their edges are sharp, and many periods are lit.

A small thickness alone does not justify the first assumption. The period must also be long.

Fields vary as $e^{-i\omega t}$, so an absorbing film has index $n+i\kappa$ with $\kappa>0$. Efficiencies are counted inside the glass substrate, before its exit face.

## Transmission amplitude of a uniform film

Let the film have complex index $N=n+i\kappa$ and thickness $d$, between air ($n_0$) and glass ($n_s$). At an interface from index $p$ to index $q$, continuity of the electric field and of its $z$ derivative gives

$$1+r=t,\qquad p(1-r)=q\,t .$$

Inserting the first equation into the second gives $p-pr=q+qr$, hence

$$r_{pq}=\frac{p-q}{p+q},\qquad t_{pq}=1+r_{pq}=\frac{2p}{p+q}.$$

Label air, film and glass 0, 1 and 2. One passage through the film multiplies the field by $e^{i\beta}$, with $\beta=2\pi Nd/\lambda$. The directly transmitted wave is $t_{01}t_{12}e^{i\beta}$. Each further round trip multiplies it by $r_{12}r_{10}e^{2i\beta}$, where $r_{10}=-r_{01}$. The geometric series sums to

$$t=\frac{t_{01}t_{12}e^{i\beta}}{1+r_{01}r_{12}e^{2i\beta}} . \tag{2}$$

The power per area of a plane wave in a transparent medium of index $p$ is $\tfrac12 p\,\varepsilon_0c|E|^2$. The transmitted fraction is therefore $(n_s/n_0)|t|^2$. We absorb the prefactor into the amplitude:

$$\tau=\sqrt{n_s/n_0}\;t,\qquad |\tau|^2=\text{transmitted fraction of the power}. \tag{3}$$

## From the striped film to diffraction orders

Put $x=0$ at the centre of a crystalline stripe. Behind the film the scaled field, for unit incident power, is $\tau(x)$, equal to $\tau_c$ or $\tau_a$. It is periodic, so with $K=2\pi/\Lambda$

$$\tau(x)=\sum_m c_m e^{imKx},\qquad c_m=\frac1\Lambda\int_{-\Lambda/2}^{\Lambda/2}\tau(x)e^{-imKx}\,dx .$$

Each term continues into the glass as a plane wave with transverse wave number $mK$. The wave number in glass is $2\pi n_s/\lambda$, so

$$n_s\sin\theta_m=\frac{m\lambda}{\Lambda}.$$

The power averaged over a period contains products $c_m c_{m'}^*e^{i(m-m')Kx}$. For $m\ne m'$ the exponential runs through whole turns and averages to zero. The orders therefore carry separate powers. For an electric field along the stripes, the flow through a plane of constant $z$ is $|c_m|^2\cos\theta_m$, because an inclined beam crosses the plane obliquely. For an electric field across the stripes, $c_m$ is only the $x$ component of a field larger by $1/\cos\theta_m$, so the flow is $|c_m|^2/\cos\theta_m$. For a long period $\cos\theta_m\approx1$ in the low orders, and

$$\eta_m=|c_m|^2 . \tag{4}$$

## The Fourier coefficient

Let the crystalline stripes fill a fraction $D$ of the period, and write

$$\tau(x)=\tau_a+(\tau_c-\tau_a)\,s(x),$$

with $s=1$ in the crystalline stripes and $s=0$ elsewhere. For $m\neq0$ the constant $\tau_a$ integrates to zero. A uniform background does not diffract, which is why a difference appears. What remains is

$$c_m=\frac{\tau_c-\tau_a}{\Lambda}\int_{-D\Lambda/2}^{D\Lambda/2}e^{-imKx}dx
=\frac{\tau_c-\tau_a}{\Lambda}\,\frac{2\sin(mKD\Lambda/2)}{mK}.$$

With $K\Lambda=2\pi$ this becomes

$$c_m=(\tau_c-\tau_a)\frac{\sin(\pi mD)}{\pi m}. \tag{5}$$

For equal stripes, $D=\tfrac12$, and for $m=1$ the sine is 1. Thus $c_1=(\tau_c-\tau_a)/\pi$, and equation (4) gives equation (1). The $-1$ order has the same coefficient and the same efficiency. Nonzero even orders vanish, since $\sin(\pi m/2)=0$ there.

Equation (5) also shows how forgiving the stripe width is. For $D=\tfrac12+\delta$ the first-order sine is $\cos(\pi\delta)$, so $\eta_1$ falls by the factor $\cos^2(\pi\delta)\approx1-\pi^2\delta^2$. The loss is of second order in the width error.

## Where the rest of the power goes

The zero order is the squared modulus of the mean amplitude, $\eta_0=|\tau_a+\tau_c|^2/4$. The total transmitted power is the mean of the two transmittances, $(|\tau_a|^2+|\tau_c|^2)/2$. Expanding the squares gives

$$\frac{|\tau_a|^2+|\tau_c|^2}{2}-\frac{|\tau_a+\tau_c|^2}{4}=\frac{|\tau_c-\tau_a|^2}{4}.$$

This is the power in all side orders together. The two first orders take the share

$$\frac{2/\pi^2}{1/4}=\frac{8}{\pi^2}\approx 81\ \%,$$

whatever the two materials are, within this model.

## Amplitude and phase contrast

Let $\varphi$ be the phase of $\tau_c$ relative to $\tau_a$. Then

$$|\tau_c-\tau_a|^2=|\tau_c|^2+|\tau_a|^2-2|\tau_c||\tau_a|\cos\varphi .$$

Substituting $\cos\varphi=1-2\sin^2(\varphi/2)$ separates two non-negative parts:

$$|\tau_c-\tau_a|^2=(|\tau_c|-|\tau_a|)^2+4|\tau_c||\tau_a|\sin^2(\varphi/2). \tag{6}$$

The first comes from unequal magnitudes, the second from unequal phases. Three cases show the range.

- **Clear and opaque stripes.** With $\tau_a=1$ and $\tau_c=0$, $\eta_1=1/\pi^2=10.1\ \%$. Since a passive film has $|\tau|\le1$, this is the largest value for equal stripes without a phase difference.
- **Lossless stripes in antiphase.** With $\tau_c=-\tau_a$ and $|\tau_a|=1$, $\eta_1=4/\pi^2=40.5\ \%$. As $|\tau_c-\tau_a|\le2$ for passive films, no equal-stripe grating within this model exceeds it. The zero order is then empty.
- **Weak phase contrast.** For equal magnitudes $|\tau|$ and small $\varphi$, $\eta_1\approx|\tau|^2\varphi^2/\pi^2$. Halving the phase difference cuts the signal to a quarter.

## Worked example

Take a 30 nm film on silica glass, read at 1550 nm, with a period of 20 µm. The indices are rough typical values for Ge₂Sb₂Te₅: $4.0+0.05i$ amorphous and $6.5+1.0i$ crystalline. The glass index is 1.444.

Since $2\pi d/\lambda=0.1216$, the phases in equation (2) are

$$\beta_a=0.486+0.006i,\qquad \beta_c=0.790+0.122i .$$

Equations (2) and (3) then give

$$\tau_a=0.5858+0.5434i,\qquad \tau_c=0.2160+0.3555i,$$

with transmittances of 63.8 % and 17.3 %. Subtracting the amplitudes and squaring,

$$\tau_c-\tau_a=-0.3698-0.1879i,$$

$$|\tau_c-\tau_a|^2=0.1368+0.0353=0.1721,$$

$$\eta_1=\frac{0.1721}{9.870}=0.0174=1.74\ \%.$$

In air, after a flat exit face, this beam leaves at $\arcsin(1550/20000)=4.4^\circ$.

The phase difference is $15.9^\circ$. By equation (6), unequal magnitudes supply 1.49 % of the incident power and unequal phases 0.26 %. This grating works mainly by amplitude contrast. Dropping the phase would still lose about 15 % of the signal.

The zero order carries 36.3 % and all side orders together 4.3 %, which add up to the mean transmittance of 40.6 %. The remaining 59.4 % is reflected or absorbed.

A direct simulation supports reading $|c_1|^2$ as a power fraction. A Gaussian beam, whose amplitude falls to $1/e$ at ten periods from its centre, was passed through the stripes and Fourier transformed. The lobe around the first order held 1.744 % of the incident power, the same as the formula to the digits shown.

## Dependence on thickness

For a very thin film the difference can be found by hand. The field $E$ is nearly constant across the film, while the wave equation $E''=-k_0^2N^2E$, with $k_0=2\pi/\lambda$, changes the slope by $-k_0^2N^2d\,E$. Matching the slopes on both sides, with $1+r\approx t$, gives

$$ik_0n_st=ik_0n_0(2-t)-k_0^2N^2d\,t .$$

Dividing by $ik_0$ and collecting $t$,

$$t\approx\frac{2n_0}{n_0+n_s-ik_0dN^2}.$$

The neglected change of $E$ across the film is, to first order in $d$, the same for both phases, and cancels in the difference. Expanding to that order,

$$t_c-t_a\approx\frac{2in_0k_0d\,(N_c^2-N_a^2)}{(n_0+n_s)^2}.$$

So $\eta_1$ starts as $d^2$, provided $k_0d|N^2|\ll n_0+n_s$. At 10 nm the crystalline film has $k_0d|N_c^2|\approx1.8$ against $n_0+n_s=2.4$, so it is already outside this regime. With the indices held fixed, equation (1) gives:

| Thickness (nm) | $\eta_1$ (%) |
|---:|---:|
| 10 | 1.03 |
| 20 | 1.72 |
| 30 | 1.74 |
| 50 | 1.26 |
| 80 | 0.79 |
| 120 | 3.67 |

From 10 to 20 nm the efficiency grows by a factor of 1.7, not 4. It later falls and rises again, so more material does not by itself mean more signal.

## How long must the period be?

The efficiency that follows from the assumption of local transmission can be checked by solving Maxwell's equations for the striped film, with all orders coupled. In the table, TE means that the electric field lies along the stripes, and TM that it lies across them. Film and wavelength are those of the example, for which equation (1) gives 1.744 % at every period.

| Period (µm) | TE (%) | TM (%) |
|---:|---:|---:|
| 3 | 1.678 | 1.724 |
| 5 | 1.734 | 1.734 |
| 10 | 1.753 | 1.742 |
| 20 | 1.746 | 1.743 |
| 40 | 1.744 | 1.744 |

At 20 µm the formula and the computed values differ by about 0.1 % of $\eta_1$ or less. The convergence test, which doubles the number of orders at this period, only requires a change below 1 %, so it does not secure such small differences. At 3 µm the error reaches 3.8 % of $\eta_1$ in TE and 1.1 % in TM. The obliquity factor alone does not account for this: at 3 µm, $\cos\theta_1=0.93$ would lower the TE result by about 7 % and raise the TM result by about 7 %. The fields near the edges must contribute too. The table does not bound the error between its rows: in TE the error changes sign and size with the period, reaching about $+4\ \%$ of $\eta_1$ near 3.8 µm and nearly $+2\ \%$ near 5.8 µm.

Symmetry removes one part of the error. Suppose each edge adds a local correction to $\tau(x)$ whose integral is $g$. The grating is mirror symmetric about $x=0$, so the edges at $x=\pm\Lambda/4$ have equal $g$. If the correction is much narrower than the period, its contribution to $c_1$ is

$$\frac g\Lambda\left(e^{-i\pi/2}+e^{i\pi/2}\right)=0 .$$

Such a narrow correction cancels to leading order for equal stripes. For other widths the bracket becomes $2\cos(\pi D)$ and the cancellation is lost.

This does not fully explain the table. In TE the amorphous film can guide a wave along $x$ whose amplitude falls to $1/e$ only after about 23 µm, longer than any stripe considered here. The edge disturbance is then not narrow, and the cancellation cannot be relied on. At a period of 20 µm the TE field just behind the centre of an amorphous stripe differs from the uniform-film value by nearly 40 %, although $\eta_1$ agrees with equation (1) to about 0.1 %. The agreement in the table thus supports the first-order efficiency, not local transmission point by point.

## Blurred edges

Suppose $\tau$ changes linearly over a width $w$ at each edge. Integrating $c_1$ by parts turns it into an integral over the slope of $\tau$:

$$c_1=\frac{1}{iK\Lambda}\int_{\text{period}}\frac{d\tau}{dx}\,e^{-iKx}dx .$$

A sharp edge samples $e^{-iKx}$ at one point; a ramp averages it over the width $w$. The average equals the value at the centre times

$$\frac1w\int_{-w/2}^{w/2}e^{-iKu}du=\frac{\sin(\pi w/\Lambda)}{\pi w/\Lambda}.$$

The efficiency is multiplied by the square of this factor. For $w=1$ µm and $\Lambda=20$ µm the loss is 0.8 % of $\eta_1$.

## Beside a real film

The example lies in the regime of Ge₂Sb₂Te₅ films tens of nanometres thick, but its indices are rough, and real values depend on deposition and on how completely the film has crystallized. The indices move the number most among the assumptions sized here: changing the real part of the crystalline index by $-0.5$ or $+0.5$ changes $\eta_1$ by $-23\ \%$ or $+22\ \%$ of its value, and the same changes in the amorphous index give $+49\ \%$ or $-39\ \%$. The film also becomes denser on crystallizing; a thinning of 6 %, a rough figure, lowers $\eta_1$ by 8 % if the index is held fixed. Reflection at a bare glass exit face removes 3.3 %, and a crystalline fraction of 0.45 instead of 0.50 costs 2.4 %. An assumed rise of 0.05 in the crystalline index through heating adds 2.3 %; any change in the amorphous index is left out. The effect of a protective layer is not sized here. Equation (1) still applies if $\tau_a$ and $\tau_c$ are calculated for the whole layer stack and the period remains long. For this example, then, 1.7 % is a rough estimate: an error of 0.5 in the real part of just one index can shift it by up to about half its value. A firm prediction needs the measured indices of both phases.

## Computed values

```
wavelength 1550 nm, period 20 um
film thickness 30 nm, glass index 1.444
amorphous index 4.00+0.05j
crystalline index 6.50+1.00j
tau_a = 0.5858+0.5434j, |tau_a|^2 = 0.6385
tau_c = 0.2160+0.3555j, |tau_c|^2 = 0.1730
tau_c - tau_a = -0.3698-0.1879j
|tau_c - tau_a|^2 = 0.1721
phase of tau_c relative to tau_a: 15.87 deg
eta_1, formula: 1.744 %
eta_1, direct Fourier average: 1.744 %
eta_1, Gaussian beam lobe: 1.744 %
amplitude part of eta_1: 1.487 %
phase part of eta_1: 0.257 %
zero order: 36.27 %
all other orders together: 4.302 %
mean transmitted power: 40.57 %
share of +1 and -1 in side orders: 81.06 %
limit, clear and opaque stripes: 10.13 %
limit, lossless antiphase stripes: 40.53 %
first-order angle in air: 4.44 deg
cosine of angle in glass: 0.99856
thickness 10 nm: eta_1 = 1.030 %
thickness 20 nm: eta_1 = 1.724 %
thickness 30 nm: eta_1 = 1.744 %
thickness 50 nm: eta_1 = 1.257 %
thickness 80 nm: eta_1 = 0.787 %
thickness 120 nm: eta_1 = 3.665 %
Rigorous eta_1 (TE: electric field along stripes; TM: across)
period 3 um: TE 1.678 %, TM 1.724 %; change -3.8, -1.1 %
period 5 um: TE 1.734 %, TM 1.734 %; change -0.6, -0.5 %
period 10 um: TE 1.753 %, TM 1.742 %; change +0.5, -0.1 %
period 20 um: TE 1.746 %, TM 1.743 %; change +0.1, -0.0 %
period 40 um: TE 1.744 %, TM 1.744 %; change +0.0, -0.0 %
Relative change of eta_1 from other neglected effects
crystalline fraction 0.45: -2.45 %
edges blurred over 1 um: -0.82 %
crystalline film 6 % thinner: -8.23 %
crystalline n -0.50 (uncertainty): -22.71 %
crystalline n +0.50 (uncertainty): +22.30 %
crystalline n +0.05 (assumed heating): +2.27 %
reflection at glass exit face: -3.30 %
```
